# Elastic and Inelastic Cotunnelling: Estimating the Crossover Temperature: a program that tests the result

```python
# Result under test: in the middle of a Coulomb-blockade valley
#   elastic cotunnelling    g_el = gL*gR*d/(4 pi^2 Ec)
#   inelastic cotunnelling  g_in = (2/3)*gL*gR*(kT/Ec)^2
# which cross at kT* = sqrt(3/(8 pi^2)) * sqrt(d*Ec).
# gL, gR: junction conductances in e^2/h; d: orbital level spacing (spin twofold);
# Ec = e^2/(2C): cost of adding or removing one electron; T in functions means kT.
# Ee, Eh: costs of adding and removing an electron for a general gate voltage.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

pi = np.pi


def pair(w, T):
    """Integral of f(e)*(1-f(e+w)) over e, closed form."""
    x = np.asarray(w, dtype=float) / T
    small = np.abs(x) < 1e-8
    safe = np.where(small, 1.0, x)
    return T * np.where(small, 1 + x / 2, safe / (-np.expm1(-safe)))


# --- many-body check of the two tunnelling amplitudes -----------------------
def annihilators(n):
    lower = np.array([[0., 1.], [0., 0.]])
    parity = np.diag([1., -1.])
    ops = []
    for i in range(n):
        m = np.eye(1)
        for j in range(n):
            m = np.kron(m, parity if j < i else lower if j == i else np.eye(2))
        ops.append(m)
    return ops


def spectrum(levels, tL, tR, eR, n_dot, n_total):
    """Energies for lead orbitals L (energy 0), R (energy eR) and a dot, Ec=1."""
    c = annihilators(2 + len(levels))
    num = [a.T @ a for a in c]
    charge = sum(num[2:]) - n_dot * np.eye(len(c[0]))
    H = charge @ charge + eR * num[1]
    for k, xi in enumerate(levels):
        hop = tL[k] * c[k + 2].T @ c[0] + tR[k] * c[k + 2].T @ c[1]
        H = H + xi * num[k + 2] + hop + hop.T
    keep = np.where(np.abs(np.diag(sum(num)) - n_total) < 1e-9)[0]
    return np.linalg.eigvalsh(H[np.ix_(keep, keep)])


t = 0.01
xi = np.array([-0.25, -0.10, 0.15, 0.30])
signs = np.array([1., 1., -1., -1.])
E = spectrum(xi, t * np.ones(4), t * signs, 0.0, 2, 3)
el_split = E[1] - E[0]
direction = np.where(xi > 0, 1.0, -1.0)
el_rule = 2 * t**2 * abs(np.sum(direction * signs / (1 + np.abs(xi))))
assert abs(el_split / el_rule - 1) < 0.01


def inelastic_gap(eR):
    e = spectrum([-0.1, 0.1], [0., t], [t, 0.], eR, 1, 2)
    return e[2] - e[1]


best = minimize_scalar(inelastic_gap, bounds=(-0.205, -0.195), method="bounded",
                       options={"xatol": 1e-10})
in_rule = 2 * t**2 * (1 / (1 + 0.1) + 1 / (1 - 0.1))
assert abs(best.fun / in_rule - 1) < 0.01

# --- elastic mean from random couplings, with the full prefactor ------------
rng = np.random.default_rng(5)
d_mc, band, g_mc = 0.02, 20.0, 0.1
half = (np.arange(int(band / d_mc)) + 0.5) * d_mc
denominator = np.concatenate([1 / (1 + half), -1 / (1 + half)])
t2 = g_mc * d_mc / (8 * pi**2)      # lead density times squared coupling
samples = []
for _ in range(12):
    z = rng.normal(size=(4, 500, denominator.size)) / np.sqrt(2)
    amp = ((z[0] + 1j * z[1]) * (z[2] + 1j * z[3])) @ denominator
    samples.append(8 * pi**2 * t2**2 * np.abs(amp)**2)
samples = np.concatenate(samples)
g_rule = g_mc**2 * d_mc / (8 * pi**2) * 2 * (1 - 1 / (1 + band))
mc_ratio = samples.mean() / g_rule
mc_spread = samples.std() / samples.mean()
assert abs(mc_ratio - 1) < 0.06     # sampling error is about 1.3 percent
assert abs(mc_spread - 1) < 0.12

# --- thermal phase space from Fermi functions -------------------------------
for w in (-2.0, 0.7, 3.0):
    raw = quad(lambda e: expit(-e) * expit(e + w), -50, 50, points=[0, -w],
               limit=200)[0]
    assert abs(raw / pair(w, 1.0) - 1) < 1e-7


def phase_space(v):
    return quad(lambda w: float(pair(w, 1.0) * pair(v - w, 1.0)), -60, 60,
                points=[0, v], limit=300)[0]


for v in (0.1, 2.0, 6.0):
    net = phase_space(v) - phase_space(-v)
    assert abs(net / (v * (v**2 + 4 * pi**2) / 6) - 1) < 1e-6


# --- conductances divided by gL*gR, keeping energy-dependent denominators ---
def inelastic_full(T, Ee, Eh):
    L = min(0.5 * min(Ee, Eh), 40 * T)
    val = quad(lambda w: float(pair(w, T) * pair(-w, T))
               * (1 / (Ee + w) + 1 / (Eh - w))**2, -L, L, points=[0], limit=200)[0]
    return val / (4 * pi**2 * T)


def smooth_step(x):
    if abs(x) < 1e-3:
        return 0.5 + x / 6
    q = np.exp(-x)
    return (1 - q * (1 + x)) / (1 - q)**2


def elastic_full(T, d, Ee, Eh):
    total = 0.0
    for cost in (Ee, Eh):
        lo, hi = -min(0.5 * cost, 40 * T), 40 * T
        total += quad(lambda u: smooth_step(u / T) / (cost + u)**2, lo, hi,
                      points=[0], limit=200)[0] + 1 / (cost + hi)
    return d * total / (8 * pi**2)


def crossing_rule(d, Ee, Eh):
    return np.sqrt(3 * d / (4 * pi**2) * Ee * Eh / (Ee + Eh))


def crossing_full(d, Ee, Eh):
    guess = crossing_rule(d, Ee, Eh)
    return brentq(lambda T: inelastic_full(T, Ee, Eh)
                  - elastic_full(T, d, Ee, Eh), 0.5 * guess, 1.6 * guess)


for Ee, Eh in ((1.0, 1.0), (0.5, 1.5)):
    assert abs(crossing_full(1e-3, Ee, Eh) / crossing_rule(1e-3, Ee, Eh) - 1) < 4e-3
exponent = np.log(crossing_full(2e-3, 1, 1) / crossing_full(2e-4, 1, 1)) / np.log(10)
assert abs(exponent - 0.5) < 2e-3
assert abs(crossing_rule(1.0, 1.0, 1.0) - np.sqrt(3 / (8 * pi**2))) < 1e-12


# --- discrete levels at a fixed electron number -----------------------------
def discrete_factor(tau, odd=False):
    """Inelastic rate on an even ladder over its continuum value; tau = kT/d."""
    J = int(20 * tau) + 8
    lev = np.arange(-J, J + 1.0) if odd else np.arange(-J, J) + 0.5
    n_orb = lev.size                       # half filling: n_orb electrons
    occ, emp = expit(-lev / tau), expit(lev / tau)
    M = 2 * n_orb + 1
    phase = np.exp(2j * pi * np.arange(M) / M)[:, None]
    weight = emp + occ * phase
    project = np.prod(weight, axis=1)**2 * phase[:, 0]**(-n_orb)
    u, v = occ * phase / weight, emp / weight
    B = pair(lev[None, :] - lev[:, None], tau)     # row: entered, column: left
    # returning to the very same spin state is elastic and is left out
    sums = np.sum((v @ B) * u, axis=1) - 0.5 * tau * np.sum(u * v, axis=1)
    rate = np.real(np.sum(project * sums) / np.sum(project))
    return rate / (2 * pi**2 * tau**3 / 3)


assert abs(discrete_factor(8.0) - 1) < 0.03
a, b = 0.10, 0.07
slope = np.log(discrete_factor(a) * a**3 / (discrete_factor(b) * b**3)) / (1/a - 1/b)
assert abs(slope + 1) < 0.05               # even number: exp(-d/kT)
tau = 0.06                                 # odd number: spin-flip remainder
remainder = discrete_factor(tau, True) * (2 / 3) * tau**2 * 4 * pi**2
assert abs(remainder - 1) < 1e-3           # equals (g_spinflip/g_el)/(d/Ec)


# --- sequential tunnelling from the three-state master equation -------------
def sequential(T, gL, gR, Ec):
    v = 1e-3 * T
    upL, upR = gL * pair(v/2 - Ec, T), gR * pair(-v/2 - Ec, T)
    dnL, dnR = gL * pair(Ec - v/2, T), gR * pair(Ec + v/2, T)
    outL, outR = gL * pair(-Ec - v/2, T), gR * pair(-Ec + v/2, T)
    inL, inR = gL * pair(Ec + v/2, T), gR * pair(Ec - v/2, T)
    plus, minus = (upL + upR) / (dnL + dnR), (outL + outR) / (inL + inR)
    flow = upL - plus * dnL + minus * inL - outL
    return float(flow / (1 + plus + minus) / v)


series = 0.2 * 0.3 / 0.5
assert abs(sequential(1/15, 0.2, 0.3, 1.0) / (2*series*15*np.exp(-15)) - 1) < 1e-3

# --- worked example: gold nanoparticle transistor, rough typical values -----
e, h, hbar, me = const.e, const.h, const.hbar, const.m_e
kB = const.k / e * 1e3                     # meV per K
diameter, C, R, lattice, bias = 10e-9, 2e-18, 1e5, 0.408e-9, 1e-4
density = 4 / lattice**3                   # one free electron per atom, fcc
kF = (3 * pi**2 * density)**(1/3)
EF = (hbar * kF)**2 / (2 * me)
dos = 3 * density / (4 * EF)               # per spin
d = 1e3 / (dos * pi * diameter**3 / 6) / e
Ec = 1e3 * e / (2 * C)
g = h / e**2 / R
nS = e**2 / h * 1e9
Tx = crossing_rule(d, Ec, Ec)
g_el = g**2 * d / (4 * pi**2 * Ec)


def g_in(T):
    return 2 / 3 * g**2 * (T / Ec)**2


assert abs(g_in(Tx) / g_el - 1) < 1e-10
Tx_ref = brentq(lambda T: inelastic_full(T, Ec, Ec) * discrete_factor(T / d)
                - elastic_full(T, d, Ec, Ec), 0.6 * Tx, 1.6 * Tx, xtol=1e-5)
assert abs(Tx_ref / Tx - 1) < 0.15 and Tx > d
T_seq = brentq(lambda T: np.log(sequential(T, g, g, Ec) / (g_el + g_in(T))),
               0.04 * Ec, 0.3 * Ec)
curvature = quad(lambda w: 2 * w / (w + 1)**3, 0, np.inf)[0]
renorm = 2 * g / (4 * pi**2) * 2 * curvature * 4 / 2
assert abs(renorm - 2 * g / pi**2) < 1e-8
thouless = 1e3 * hbar * (hbar * kF / me) / diameter / e

print(f"ED elastic splitting / amplitude rule: {el_split/el_rule:.5f}")
print(f"ED inelastic splitting / amplitude rule: {best.fun/in_rule:.5f}")
print(f"Random-coupling mean / elastic formula: {mc_ratio:.3f}")
print(f"Relative spread of g_el, one channel per contact: {mc_spread:.2f}")
print(f"Fitted exponent of kT* against spacing: {exponent:.4f}")
print(f"Prefactor sqrt(3/(8 pi^2)): {np.sqrt(3/(8*pi**2)):.4f}")
print(f"Largest d/Ec with kT* above d: {3/(8*pi**2):.4f}")
print(f"Low-T slope of ln(rate) against d/kT, even number: {slope:.3f}")
print(f"Odd-number spin-flip remainder / (g_el d/Ec): {remainder:.4f}")
print(f"Grain diameter: {diameter*1e9:.1f} nm")
print(f"Total capacitance: {C*1e18:.1f} aF")
print(f"Resistance of each junction: {R/1e3:.0f} kOhm")
print(f"Lattice constant of gold (rough): {lattice*1e9:.3f} nm")
print(f"Electron density: {density*1e-27:.2f} nm^-3")
print(f"Fermi energy, free electrons: {EF/e:.3f} eV")
print(f"Density of states per spin: {dos*e*1e-27:.3f} eV^-1 nm^-3")
print(f"Level spacing d: {d:.4f} meV")
print(f"Charging energy Ec: {Ec:.2f} meV")
print(f"Ratio d/Ec: {d/Ec:.5f}")
print(f"Junction conductance g: {g:.4f} e^2/h")
print(f"sqrt(d Ec): {np.sqrt(d*Ec):.3f} meV")
print(f"sqrt(d Ec)/k: {np.sqrt(d*Ec)/kB:.1f} K")
print(f"Crossover kT*: {Tx:.4f} meV")
print(f"Crossover T*: {Tx/kB:.2f} K")
print(f"Ratio kT*/d: {Tx/d:.2f}")
print(f"T* with discrete levels and full denominators: {Tx_ref/kB:.2f} K")
print(f"Elastic conductance: {g_el*nS:.4f} nS")
print(f"Bias for the current estimate: {bias*1e3:.2f} mV")
print(f"Elastic current at that bias: {g_el*nS*bias*1e6:.1f} fA")
for kelvin in (1, 2, 4, 10, 20, 30):
    T = kelvin * kB
    G = g_in(T) * nS
    print(f"T = {kelvin} K: inelastic T^2 law {G:.5f} nS, "
          f"even discrete ladder {G*discrete_factor(T/d):.3e} nS")
print(f"Discrete-level factor at T*: {discrete_factor(Tx/d):.4f}")
in_corr = inelastic_full(Tx, Ec, Ec) * g**2 / g_in(Tx) - 1
el_corr = elastic_full(Tx, d, Ec, Ec) * g**2 / g_el - 1
assert abs(in_corr / (8*pi**2/5 * (Tx/Ec)**2) - 1) < 0.05
assert abs(el_corr / (2*pi**2/3 * (Tx/Ec)**2) - 1) < 0.05
print(f"Denominator correction at T*, inelastic: {100*in_corr:.3f} %")
print(f"Thermal correction at T*, elastic: {100*el_corr:.3f} %")
print(f"Sequential tunnelling equals cotunnelling at: {T_seq/kB:.1f} K")
print(f"Ratio Ec/kT*: {Ec/Tx:.1f}")
print(f"Level broadening / spacing: {2*g/(4*pi):.4f}")
print(f"Lowest-order reduction of charging curvature: {100*renorm:.2f} %")
print(f"Thouless energy hbar vF/diameter: {thouless:.1f} meV")
print(f"Thouless energy / Ec: {thouless/Ec:.2f}")
print("all assertions hold")
```

Running it gives:

```
ED elastic splitting / amplitude rule: 1.00129
ED inelastic splitting / amplitude rule: 0.99959
Random-coupling mean / elastic formula: 0.996
Relative spread of g_el, one channel per contact: 1.01
Fitted exponent of kT* against spacing: 0.4999
Prefactor sqrt(3/(8 pi^2)): 0.1949
Largest d/Ec with kT* above d: 0.0380
Low-T slope of ln(rate) against d/kT, even number: -1.007
Odd-number spin-flip remainder / (g_el d/Ec): 1.0000
Grain diameter: 10.0 nm
Total capacitance: 2.0 aF
Resistance of each junction: 100 kOhm
Lattice constant of gold (rough): 0.408 nm
Electron density: 58.90 nm^-3
Fermi energy, free electrons: 5.520 eV
Density of states per spin: 8.002 eV^-1 nm^-3
Level spacing d: 0.2387 meV
Charging energy Ec: 40.05 meV
Ratio d/Ec: 0.00596
Junction conductance g: 0.2581 e^2/h
sqrt(d Ec): 3.092 meV
sqrt(d Ec)/k: 35.9 K
Crossover kT*: 0.6027 meV
Crossover T*: 6.99 K
Ratio kT*/d: 2.53
T* with discrete levels and full denominators: 7.09 K
Elastic conductance: 0.3896 nS
Bias for the current estimate: 0.10 mV
Elastic current at that bias: 39.0 fA
T = 1 K: inelastic T^2 law 0.00797 nS, even discrete ladder 5.649e-03 nS
T = 2 K: inelastic T^2 law 0.03186 nS, even discrete ladder 2.843e-02 nS
T = 4 K: inelastic T^2 law 0.12744 nS, even discrete ladder 1.207e-01 nS
T = 10 K: inelastic T^2 law 0.79651 nS, even discrete ladder 7.797e-01 nS
T = 20 K: inelastic T^2 law 3.18602 nS, even discrete ladder 3.152e+00 nS
T = 30 K: inelastic T^2 law 7.16855 nS, even discrete ladder 7.118e+00 nS
Discrete-level factor at T*: 0.9699
Denominator correction at T*, inelastic: 0.361 %
Thermal correction at T*, elastic: 0.150 %
Sequential tunnelling equals cotunnelling at: 58.3 K
Ratio Ec/kT*: 66.5
Level broadening / spacing: 0.0411
Lowest-order reduction of charging curvature: 5.23 %
Thouless energy hbar vF/diameter: 91.7 meV
Thouless energy / Ec: 2.29
all assertions hold
```
